# Kohn-Sham Potential of a Stretched Two-Electron Diatomic in One Dimension

## The system

Two electrons move on a line in the potential $v_{\rm ext}(x)=v_A(x)+v_B(x)$ of two attractive wells, A centred at $x=0$ and B at $x=d$. They repel each other through $W(x-y)\ge 0$. The wells and the repulsion have finite range: they are negligible beyond a few bohr. Atomic units are used.

One electron in well A alone has the normalised ground orbital $a(x)$ and energy $-I_A$. For well B alone these are $b(x)$ and $-I_B$. Both orbitals are real and positive, and $I_A<I_B$. Write $\kappa_A=\sqrt{2I_A}$ and $\kappa_B=\sqrt{2I_B}$.

The ground state of the pair is a singlet with energy $E(2)$. The lowest energy of one electron in $v_{\rm ext}$ is $E(1)$. The separation $d$ is large, and the ground state then has one electron on each atom.

## Part (a): inversion

**Question.** State what the last assumption requires of the atoms. Express the Kohn-Sham potential $v_s$ through the density $n$, and fix its additive constant so that $v_s\to0$ at infinity.

**Answer.** One electron on each atom costs $-(I_A+I_B)$. Two electrons on A have at least the energy $-2I_A$, because the repulsion is not negative, and this lies above $-(I_A+I_B)$. Two electrons on B have some energy $E_{BB}$, and here a condition is needed:
$$E_{BB}>-(I_A+I_B).$$
If it fails, both electrons sit on B and the results below do not apply.

The two Kohn-Sham electrons share the lowest orbital $\phi$, so $n=2\phi^2$. The lowest orbital in one dimension has no node and can be taken positive, hence $\phi=\sqrt{n/2}$. Solving $-\tfrac12\phi''+v_s\phi=\varepsilon\phi$ for the potential gives
$$v_s=\frac{\phi''}{2\phi}+\varepsilon .$$

The constant $\varepsilon$ follows from the decay of the density. Expand the wave function in the one-electron states $\chi_j$ of $v_{\rm ext}$, with energies $E_j$:
$$\Psi(x,y)=\sum_j g_j(x)\chi_j(y),\qquad n(x)=2\sum_j g_j(x)^2 .$$
The function $g_j$ describes one electron at $x$ while the other is left in state $j$. Far outside, the slowest-decaying term is the one with the lowest $E_j$, namely $E(1)$. There the electron at $x$ feels neither wells nor repulsion, so
$$-\tfrac12 g_0''=[E(2)-E(1)]\,g_0=-I\,g_0,\qquad I=E(1)-E(2),$$
and $g_0\propto e^{-\sqrt{2I}|x|}$. Then $\phi''/\phi\to 2I$ and $v_s\to I+\varepsilon$. Requiring zero gives $\varepsilon=-I$.

At large $d$, $E(2)\to-(I_A+I_B)$. The remaining electron of the ion sits in the deeper level, so $E(1)\to-I_B$. Therefore $\varepsilon\to-I_A$.

## Part (b): the potential of the stretched state

**Question.** Use the Heitler-London state built from $a$ and $b$ to find $v_s-\varepsilon$ in terms of $a$, $b$ and their first derivatives. Say why this state may be used between the atoms.

**Answer.** With $S=\int ab\,dx$, the normalised singlet is
$$\Psi(x,y)=\frac{a(x)b(y)+b(x)a(y)}{\sqrt{2(1+S^2)}} .$$
Squaring, integrating over $y$ and multiplying by two gives
$$n=\frac{a^2+b^2+2S\,ab}{1+S^2}.$$
Since $2ab\le a^2+b^2$, the cross term is at most a fraction $S$ of $a^2+b^2$ at every point, and $S$ vanishes exponentially with $d$. To leading order $n=a^2+b^2$.

Between the atoms the expansion of part (a) supports this form. With the other electron left on B, the electron at $x$ has energy $-I_A$, so its amplitude combines $e^{-\kappa_Ax}$ with a part $e^{+\kappa_Ax}$ reflected at B. At large $d$ the ratio of the two parts at B is a factor set by atom B and its electron, independent of $d$ but not necessarily close to one, so at $x$ the reflected part is smaller by that factor times $e^{-2\kappa_A(d-x)}$. The same argument holds for the other amplitude with $e^{-2\kappa_Bx}$. At a fixed fraction of the bond length both corrections vanish as $d$ grows.

Now differentiate $\phi^2=n/2$ twice:
$$2\phi\phi'=\frac{n'}2,\qquad 2\phi'^2+2\phi\phi''=\frac{n''}2 .$$
Dividing the second equation by $2\phi^2=n$ and using $\phi'/\phi=n'/(2n)$,
$$\frac{\phi''}{\phi}=\frac{n''}{2n}-\frac{n'^2}{4n^2}.$$
The derivatives of $n=a^2+b^2$ are
$$n'=2(aa'+bb'),\qquad n''=2(a'^2+b'^2+aa''+bb'').$$
Inserting them,
$$\frac{\phi''}{\phi}=\frac{aa''+bb''}{n}+\frac{(a'^2+b'^2)(a^2+b^2)-(aa'+bb')^2}{n^2}.$$
In the last numerator $a^2a'^2$ and $b^2b'^2$ cancel. What remains is $a^2b'^2+b^2a'^2-2aa'bb'=(ab'-ba')^2$.

The atomic equation $-\tfrac12a''+v_Aa=-I_Aa$ gives $a''=2(v_A+I_A)a$, and likewise $b''=2(v_B+I_B)b$. Half of $\phi''/\phi$ is therefore
$$v_s-\varepsilon=\frac{a^2(v_A+I_A)+b^2(v_B+I_B)}{n}+\frac{(ab'-ba')^2}{2n^2}.$$
The first term is an average weighted by the local share of each atom in the density. The second is never negative, and it matters where both shares are appreciable and the logarithmic slopes of $a$ and $b$ differ.

## Part (c): the two atomic regions

**Question.** Find $v_s$ around each atom. What would happen to the Kohn-Sham electrons if the difference between the two regions were removed?

**Answer.** Let $w=a^2/n$, so that $b^2/n=1-w$. The second term above can be written
$$\frac{(ab'-ba')^2}{2n^2}=\frac12\left(\frac{b'}{b}-\frac{a'}{a}\right)^2w(1-w),$$
which vanishes when either orbital dominates. With $\varepsilon=-I_A$,
$$\text{around A }(w\to1):\quad v_s=v_A,$$
$$\text{around B }(w\to0):\quad v_s=v_B+I_B-I_A .$$

The potential has a step: it is higher around B, the atom that binds its electron more strongly, by the difference of the ionisation energies. Since $v_{\rm ext}$ equals $v_A$ around A and $v_B$ around B, the sum of the Hartree and exchange-correlation potentials is zero around A and the constant $I_B-I_A$ around B. Exchange-correlation thus cancels the Hartree potential of the single electron on each atom and adds the step.

The step raises the level of B from $-I_B$ to $-I_A$, equal to that of A. One orbital can then spread over both atoms with half its weight on each. Without the step the level of B would be lower by $I_B-I_A$, and the doubly occupied orbital would settle on B, giving the density of two electrons on B and none on A.

## Part (d): between the atoms

**Question.** Find the largest value of $v_s$ in the region between the wells, and the ratio $a^2/b^2$ where it occurs.

**Answer.** Between the wells $v_A$ and $v_B$ are negligible, $a\propto e^{-\kappa_Ax}$ and $b\propto e^{\kappa_Bx}$. The logarithmic slopes are $-\kappa_A$ and $\kappa_B$, so
$$v_s-\varepsilon=f(w)=wI_A+(1-w)I_B+\tfrac12(\kappa_A+\kappa_B)^2w(1-w).$$
Use $I_A-I_B=\tfrac12(\kappa_A-\kappa_B)(\kappa_A+\kappa_B)$ in the derivative:
$$f'(w)=\tfrac12(\kappa_A+\kappa_B)\left[\kappa_A-\kappa_B+(\kappa_A+\kappa_B)(1-2w)\right].$$
The bracket equals $2\kappa_A-2w(\kappa_A+\kappa_B)$ and vanishes at
$$w^*=\frac{\kappa_A}{\kappa_A+\kappa_B},\qquad \frac{a^2}{b^2}=\frac{w^*}{1-w^*}=\frac{\kappa_A}{\kappa_B}.$$
This is a maximum because $f''=-(\kappa_A+\kappa_B)^2<0$. As $w$ falls steadily from 1 to 0 on the way from A to B, there is one peak in $x$.

At $w^*$ the averaged term is
$$w^*I_A+(1-w^*)I_B=\frac{\kappa_A^3+\kappa_B^3}{2(\kappa_A+\kappa_B)}=\tfrac12(\kappa_A^2-\kappa_A\kappa_B+\kappa_B^2),$$
and the gradient term is $\tfrac12\kappa_A\kappa_B$. Their sum is $\tfrac12(\kappa_A^2+\kappa_B^2)=I_A+I_B$. Adding $\varepsilon=-I_A$,
$$v_s^{\rm peak}=I_B .$$
The peak stands $I_B$ above the level around A, and $I_B-(I_B-I_A)=I_A$ above the raised level around B. In the limit of large $d$ treated here, its height does not depend on $d$. Nor does its width, because $a^2/b^2\propto e^{-2(\kappa_A+\kappa_B)x}$ fixes how fast $w$ changes. For equal atoms the step vanishes, but a peak of height $I_A=I_B$ remains.

## Part (e): beyond atom B

**Question.** Part (a) requires $v_s\to0$ on both sides, yet $v_s$ is raised around B. Resolve this. Is there a second peak, and how does the place where $v_s$ comes down move with $d$?

**Answer.** To the right of B both amplitudes decay in the same direction, $a\propto e^{-\kappa_Ax}$ and $b\propto e^{-\kappa_Bx}$. Since $\kappa_A<\kappa_B$, $a$ eventually dominates again, $w$ returns to 1 and $v_s$ returns to zero. The raised level is a plateau of finite length.

The difference of logarithmic slopes is now $\kappa_A-\kappa_B$, so
$$v_s-\varepsilon=wI_A+(1-w)I_B+\tfrac12(\kappa_B-\kappa_A)^2w(1-w).$$
Its derivative with respect to $w$ is
$$\tfrac12(\kappa_B-\kappa_A)\left[-(\kappa_A+\kappa_B)+(\kappa_B-\kappa_A)(1-2w)\right].$$
For $0\le w\le1$ the bracket is at most $-2\kappa_A$, so the derivative is negative. As $w$ rises with $x$, the potential falls steadily and there is no second peak.

Let $t$ be the distance from B. The tail of $a$ has crossed atom B and its electron, which multiplies it by a factor that the Heitler-London state does not give but that does not depend on $d$. A chosen value of $w$ fixes the ratio of the two amplitudes:
$$\frac{e^{-\kappa_A(d+t)}}{e^{-\kappa_Bt}}=\text{constant}\quad\Rightarrow\quad t=\frac{\kappa_A\,d}{\kappa_B-\kappa_A}+\text{constant}.$$
The plateau lengthens in proportion to $d$. For $d\to\infty$ at a fixed distance from B, the step becomes a plain constant shift of the potential.

## Part (f): the Kohn-Sham gap

**Question.** Show that the gap $\delta$ between the two lowest Kohn-Sham levels closes as $d$ grows, and find the exponential rate. Is $\delta$ the energy needed to move an electron from A to B?

**Answer.** Write the second orbital as $\phi u$, with energy $\varepsilon+\delta$. Subtracting $u$ times the equation for $\phi$ leaves $-\tfrac12(2\phi'u'+\phi u'')=\delta\,\phi u$. Multiplying by $2\phi$,
$$(\phi^2u')'=-2\delta\,\phi^2u .$$
To leading order $u$ is constant on each atom. Half of $\phi^2$ lies on each, so orthogonality to $\phi$ requires opposite values; take $u=1$ on A and $u=-1$ on B. Integrating from the far left to a point between the atoms gives $\phi^2u'=-2\delta\cdot\tfrac12=-\delta$. Dividing by $\phi^2=n/2$ and integrating across the bond,
$$-2=-\delta\int\frac{2\,dx}{n}\quad\Rightarrow\quad\delta=\left[\int\frac{dx}{n}\right]^{-1}.$$

The integral is dominated by the lowest density in the bond. Measure $x=x_0+s$ from the point where $\kappa_Ax_0=\kappa_B(d-x_0)$, that is $x_0=\kappa_Bd/(\kappa_A+\kappa_B)$. Both $a^2$ and $b^2$ then contain the common factor $e^{-2\kappa_Ax_0}$, and the rest depends on $s$ alone. Hence
$$\delta\propto\exp\left(-\frac{2\kappa_A\kappa_B}{\kappa_A+\kappa_B}\,d\right).$$

This is not the transfer energy. Moving the electron of A onto B costs $E_{BB}+I_A+I_B$ at large $d$, which stays finite and positive by the condition of part (a).

## Part (g): numbers

**Question.** Take $v_A=-\kappa_A^2\,{\rm sech}^2(\kappa_Ax)$, the same form for B centred at $d$, $\kappa_A=1$ and $\kappa_B=1.5$ bohr$^{-1}$, and $W=2\,e^{-(x-y)^2}$ hartree with distances in bohr. Evaluate the predictions and compare them with the inverted density of the full two-electron problem.

**Answer.** For $a=\sqrt{\kappa_A/2}\;{\rm sech}(\kappa_Ax)$, two derivatives give $a''=\kappa_A^2[1-2\,{\rm sech}^2(\kappa_Ax)]a$. Then $-\tfrac12a''+v_Aa=-\tfrac12\kappa_A^2a$, as the notation requires. The ionisation energies are
$$I_A=\tfrac12(1)^2=0.5,\qquad I_B=\tfrac12(1.5)^2=1.125\ \text{hartree}.$$
The predicted step is $1.125-0.5=0.625$ hartree (17.0 eV), and the predicted peak height is $1.125$ hartree (30.6 eV).

For the peak position, the tails are $a^2=2\kappa_Ae^{-2\kappa_Ax}$ and $b^2=2\kappa_Be^{-2\kappa_B(d-x)}$. Setting $a^2/b^2=\kappa_A/\kappa_B$ cancels the prefactors and leaves $\kappa_Ax=\kappa_B(d-x)$, so the peak lies at $x=1.5\,d/2.5=0.6\,d$.

The numerical check solves the two-electron equation on a grid of spacing 0.1 bohr without assuming the Heitler-London form. Two electrons on B alone have $E_{BB}=-1.18$ hartree, above $-1.625$ hartree, so the covalent condition holds. The inversion gives, in hartree and bohr:

| $d$ | step | peak height | peak position | $0.6\,d$ |
|---|---|---|---|---|
| 6 | 0.626 | 1.172 | 3.59 | 3.60 |
| 8 | 0.626 | 1.136 | 4.80 | 4.80 |
| 10 | 0.626 | 1.124 | 6.01 | 6.00 |

The step is the difference of $v_s-v_{\rm ext}$ between the two nuclei. Its excess of 0.001 hartree comes from the grid, on which the isolated atoms have $I_B-I_A=1.1260-0.5002=0.6258$ hartree.

On this grid the peak is 4% above the predicted height at $d=6$, 1% above it at $d=8$, and 0.001 hartree below it at $d=10$. The grid lowers these heights by 0.004 to 0.006 hartree; in the limit of a fine grid they are 1.178, 1.140 and 1.129 hartree, all above $I_B$. The height is still falling at $d=10$ and has already passed below $I_B$, so on this grid its limit lies somewhat below the continuum value. The closeness at $d=10$ is therefore partly a cancellation between the remaining finite-$d$ excess and the grid error. The grid error changes little with $d$ and largely drops out of the successive decreases, $1.1719-1.1355=0.0364$ and $1.1355-1.1240=0.0115$ hartree, whose ratio is about 3.2. The reflected amplitude of part (b), taken at the peak, falls by $e^{2(0.4)(2)}\approx5$ per step only once the peak lies well outside the range of well B and of the repulsion, and at $d=6$ the peak is just 2.4 bohr from B. A ratio below 5 over this range therefore does not rule out the reflected amplitude as the main source of the excess. The program does not isolate the cause of the excess.

At $d=10$ the whole profile, from 5 bohr left of A to 8 bohr right of B, agrees with the formula of part (b) to 0.004 hartree. Further checks concern the causes and the outer region:

- **Return.** The half-height point lies 13.35 bohr beyond B for $d=8$ and 17.35 bohr for $d=10$ (each about 0.02 bohr less in the limit of a fine grid). It moves by $4.00/2=2.0$ per unit of $d$, as $\kappa_A/(\kappa_B-\kappa_A)=1/0.5=2$ predicts. No second peak appears.
- **Role of the step.** The density at $d=10$ has 1.00 electron on the B side. When $I_B-I_A$ is subtracted from $v_s$ between the peak and the return, the lowest orbital puts 2.00 electrons there.
- **Gap.** The Kohn-Sham gap is $2.58\times10^{-3}$, $2.40\times10^{-4}$ and $2.19\times10^{-5}$ hartree for the three separations, where the last digit of each depends on the grid. The successive ratios are 10.8 and 11.0; part (f) predicts $e^{1.2\times2}\approx11.0$. Moving an electron from A to B costs $-1.18+1.625\approx0.44$ hartree at large $d$.

These numbers belong to finite-range forces. With Coulomb forces the tails are no longer pure exponentials, and the derivation of the peak in part (d) would have to be revised.

## Numbers as computed

```
kappa_A, kappa_B = 1.0, 1.5 1/bohr
repulsion strength = 2.0 hartree
grid spacing = 0.1 bohr
I_A formula, grid = 0.5000, 0.5002 hartree
I_B formula, grid = 1.1250, 1.1260 hartree
predicted step I_B-I_A = 0.6250 hartree
predicted step = 17.01 eV
predicted peak height I_B = 1.1250 hartree
predicted peak height = 30.61 eV
two electrons on B alone: E = -1.1817 hartree
covalent limit -(I_A+I_B) = -1.6250 hartree
--- d = 6 bohr
E(2), E(1) = -1.62613, -1.12605 hartree
eps = E(2)-E(1) = -0.50008 hartree
step between nuclei = 0.6259 hartree
peak height = 1.1719 hartree
peak distance from A = 3.587 bohr
predicted distance = 3.600 bohr
half-height of return, from B = 9.34 bohr
Kohn-Sham gap = 2.58e-03 hartree
--- d = 8 bohr
E(2), E(1) = -1.62618, -1.12599 hartree
eps = E(2)-E(1) = -0.50019 hartree
step between nuclei = 0.6258 hartree
peak height = 1.1355 hartree
peak distance from A = 4.802 bohr
predicted distance = 4.800 bohr
half-height of return, from B = 13.35 bohr
Kohn-Sham gap = 2.40e-04 hartree
--- d = 10 bohr
E(2), E(1) = -1.62618, -1.12599 hartree
eps = E(2)-E(1) = -0.50019 hartree
step between nuclei = 0.6258 hartree
peak height = 1.1240 hartree
peak distance from A = 6.006 bohr
predicted distance = 6.000 bohr
half-height of return, from B = 17.35 bohr
Kohn-Sham gap = 2.19e-05 hartree
--- details for d = 10 bohr
v_s 5 bohr beyond B = 0.6258 hartree
v_s near left end = -0.00000 hartree
v_s near right end = 0.00001 hartree
largest v_s beyond B = 0.6258 hartree
largest profile deviation = 0.0038 hartree
return motion per unit d = 2.002
predicted motion = 2.000
electrons on B side = 1.0000
electrons on B side, step removed = 2.0000
```
